# Barrier Height from a Fowler-Nordheim Slope

## Problem

Electrons tunnel from a metal gate into an oxide under a strong field. The current density $J$ is measured at several oxide fields $F$, and $\ln(J/F^2)$ is plotted against $1/F$. The points lie on a straight line of slope $-B$, with $B=242$ MV/cm. The tunnelling mass of the electron in the oxide is $m=0.42\,m_0$, where $m_0$ is the free-electron mass.

(a) What is the barrier height $\phi$, measured from the Fermi level of the gate to the conduction-band edge of the oxide at the interface?

(b) How do errors in the slope, the field and the mass affect it?

(c) How does the answer change if the slope was taken at 300 K, at fields near 8 MV/cm?

The logarithm is natural. The oxide has a uniform field and a single parabolic mass. Image force, traps and oxide charge are left out. Energies are in eV and fields in MV/cm, the natural units of such data. With $e>0$ the elementary charge, a field of 1 MV/cm exerts a force of 0.1 eV/nm on an electron.

## First estimate by scaling

Let $x$ be the distance into the oxide. An electron at the Fermi level meets the barrier

$$V(x)-E_F=\phi-eFx ,$$

which falls to zero at $d=\phi/(eF)$. Beyond $d$ the electron moves freely in the oxide conduction band.

At the interface the wave function decays at the rate $\kappa=\sqrt{2m\phi}/\hbar$. If this rate held over the whole distance $d$, the probability would fall by $e^{-2\kappa d}$, with

$$2\kappa d=\frac{2\sqrt{2m}\,\phi^{3/2}}{\hbar eF}.$$

The exponent is proportional to $1/F$, as the straight line requires. Its coefficient is the estimated slope,

$$B_{\rm est}=\frac{2\sqrt{2m}\,\phi^{3/2}}{\hbar e}.$$

For the numbers, $\sqrt{2m_0\times 1\,\text{eV}}/\hbar=5.123$ nm$^{-1}$. Twice this is 10.25 nm$^{-1}$, and division by the force per unit field gives 102.5 MV/cm for a barrier of 1 eV and mass $m_0$. With $\sqrt{0.42}=0.648$ the coefficient becomes 66.4 MV/cm per eV$^{3/2}$, so

$$\phi_{\rm est}=\left(\frac{242}{66.4}\right)^{2/3}\text{eV}\approx 2.4\ \text{eV}.$$

The decay rate has been overestimated, because the barrier becomes lower along the path. A higher barrier is therefore needed to give the measured slope, and the estimate is too low.

## Solution

### The tunnelling exponent

Let $W$ be the energy of motion normal to the interface, measured from the Fermi level. We assume that the transmission probability $D$ depends on $W$ alone. In the semiclassical (WKB) approximation $D(W)=P\,e^{-S(W)}$. The factor $P$ describes the mismatch of the waves at the abrupt interface. To leading order it does not depend on $F$, and its slow variation with $W$ is neglected. The exponent is

$$S(W)=\frac{2}{\hbar}\int_0^{(\phi-W)/(eF)}\sqrt{2m(\phi-W-eFx)}\;dx .$$

Put $u=\phi-W-eFx$, so that $dx=-du/(eF)$. The limits become $\phi-W$ and $0$, and the minus sign reverses them:

$$S(W)=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\phi-W}u^{1/2}\,du
=\frac{4\sqrt{2m}}{3\hbar eF}(\phi-W)^{3/2}.$$

Electrons close to the Fermi level carry most of the cold current, so we expand in $W/\phi$:

$$(\phi-W)^{3/2}=\phi^{3/2}-\tfrac32\phi^{1/2}W+\tfrac38\phi^{-1/2}W^2+\dots$$

The first two terms give

$$S(W)\approx\frac{B}{F}-cW,\qquad
B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar e},\qquad
c=\frac{2\sqrt{2m\phi}}{\hbar eF}=\frac{3B}{2\phi F}.$$

### Why $J$ is divided by $F^2$

It remains to show that this $B$ is the slope of the plot. For a free-electron emitter of mass $m_s$, with two spin states and Fermi function $f$,

$$J=2e\int\frac{d^3k}{(2\pi)^3}\,v_x\,f\,D .$$

For the normal motion $v_x\,dk_x=dW/\hbar$. For the transverse motion, with energy $E_t=\hbar^2k_t^2/(2m_s)$, we have $d^2k_t=2\pi k_t\,dk_t=2\pi m_s\,dE_t/\hbar^2$. Hence

$$J=\frac{em_s}{2\pi^2\hbar^3}\int dW\,D(W)\,N(W),\qquad
N(W)=\int_0^\infty f(W+E_t)\,dE_t .$$

In the cold limit the states with $W+E_t<0$ are filled. Thus $N=-W$ for $W<0$, and $N=0$ otherwise. The lower limit of $W$ is the bottom of the emitter band, but $e^{cW}$ is negligible there and the limit may be moved to $-\infty$. With $w=-W$,

$$\int_{-\infty}^0(-W)e^{cW}dW=\int_0^\infty we^{-cw}dw=\frac1{c^2}=\frac{\hbar^2e^2F^2}{8m\phi}.$$

The current is therefore $J=AF^2e^{-B/F}$ with $A$ independent of $F$, and

$$\ln(J/F^2)=\ln A-\frac BF .$$

The factor $F^2$ reflects the energy range below the Fermi level that contributes, which has a width of order $1/c\propto F$. At this order the emitter mass $m_s$ enters only $A$ and so affects the intercept, not the slope. The intercept also depends on the assumption that $D$ is a function of $W$ alone. If the transverse wave vector is conserved and $m_s\neq m$, the transverse energy in the oxide is $E_t\,m_s/m$, and $A$ is multiplied by $m/m_s$. The slope is unchanged at this order.

### The barrier

Write $B=K\sqrt{m/m_0}\,\phi^{3/2}$, where

$$K=\frac{4\sqrt{2m_0}}{3\hbar e}=68.31\ \text{MV/cm per eV}^{3/2}.$$

Then $K\sqrt{0.42}=44.27$ in the same unit, and

$$\phi^{3/2}=\frac{242}{44.27}\ \text{eV}^{3/2}=5.467\ \text{eV}^{3/2},\qquad
\phi=5.467^{2/3}\ \text{eV}=3.10\ \text{eV}.$$

This is 0.114 hartree, and it answers part (a).

At 8 MV/cm the tunnelling distance is $d=3.10/0.8\approx3.9$ nm. The oxide must be thicker than this, or equivalently the voltage across it must exceed 3.1 V. Otherwise the electron leaves the oxide before the barrier has fallen to zero, and the exponent is that of a trapezoid. The condition must hold at the lowest field of the plot (4.4 nm at 7 MV/cm) and with a margin, because the current comes on average from $2/c\approx0.14$ eV below the Fermi level, where the barrier is longer. In the WKB model a 4.0 nm oxide gives a slope magnitude of only about 200 MV/cm at 8 MV/cm, and a plot from 7 to 10 MV/cm needs about 5 nm. In a stack of two dielectrics, $F$ must be the field in the layer that forms the triangle. If the barrier extends into the second layer, the formula does not apply.

### How straight is the line?

At 8 MV/cm, $B/F=30.25$. The first neglected term in $S$ is $\tfrac38(B/F)(W/\phi)^2$. With the weight $we^{-cw}$, the mean of $W^2$ is

$$\langle W^2\rangle=\frac{6/c^4}{1/c^2}=\frac6{c^2}=\frac{8\phi^2F^2}{3B^2},$$

so the mean of the neglected term is $F/B$, and $J$ is multiplied by about $1-F/B$. With $s=1/F$, this adds $-1/(Bs)$ to $\ln(J/F^2)$. The derivative of that term is $1/(Bs^2)=F^2/B$, which lowers the slope magnitude by $64/242\approx0.3$ MV/cm at 8 MV/cm.

A numerical solution shows the total effect in this model. Take $\phi=3.103$ eV and an emitter with mass $m_0$ and a Fermi energy of 5 eV. In the triangular barrier the wave equation is solved by Airy functions. The outgoing combination is matched at the interface by continuity of $\psi$ and of $\psi'$ divided by the mass, which gives $D(W)$ including reflection. The current is then integrated numerically over $W$. A straight line fitted to the cold current from 7 to 10 MV/cm has slope magnitude 241.7 MV/cm, and the formula turns this into 3.101 eV. The leading-order formula thus costs about 0.0025 eV here. This is the error within the model only. The image force, which the model leaves out, matters more: in WKB, with a dielectric constant between 2.1 and 3.9, it lowers the slope magnitude at 8 MV/cm by 2.7 to 1.5 MV/cm and so raises the inferred barrier by 0.02 to 0.01 eV.

### Errors in the data

Taking the logarithm of the result gives

$$\ln\phi=\tfrac23\ln B-\tfrac13\ln m+\text{constant},\qquad
\frac{d\phi}{\phi}=\frac23\frac{dB}{B}-\frac13\frac{dm}{m}.$$

A slope magnitude 5% larger raises the barrier to 3.21 eV. A mass of $0.50\,m_0$ lowers it to 2.93 eV. The slope fixes the product $\sqrt m\,\phi^{3/2}$, so the barrier is no better known than the mass allows.

An error in the field scale acts through $B$. If the true field is $\lambda$ times the assumed field $F_a$, then $B/F=(B/\lambda)/F_a$, and the plot shows $B/\lambda$. The true $B$ is $\lambda$ times the apparent one, and the inferred barrier must be multiplied by $\lambda^{2/3}$. A constant offset, such as an error in the flat-band voltage, counts about twice as much. If $F=F_a+\delta$, then $1/F\approx1/F_a-\delta/F_a^2$, and the derivative with respect to $1/F_a$ gives an apparent slope magnitude of about $B(1-2\delta/F_a)$. An offset of 0.4 MV/cm, about 5% of the field, changes the inferred barrier by about 7%, against 3.3% for a 5% error of scale.

The base of the logarithm matters more. Had 242 MV/cm been the slope of a base-ten plot, $B$ would be $242\ln10$ MV/cm and the barrier 5.41 eV.

### The slope at 300 K

Heat populates states above the Fermi level, where the barrier is thinner. The transverse integral is now

$$N(W)=\int_0^\infty\frac{dE_t}{1+e^{(W+E_t)/kT}}=kT\ln\!\left(1+e^{-W/kT}\right),$$

and its derivative is $N'(W)=-f(W)$. Integration by parts gives

$$\int_{-\infty}^{\infty}N(W)e^{cW}dW=\frac1c\int_{-\infty}^{\infty}\frac{e^{cW}}{1+e^{W/kT}}\,dW .$$

The boundary terms vanish if $a=ckT<1$. With $y=W/kT$ the right-hand side is $(kT/c)\,I$, where

$$I=\int_{-\infty}^\infty g(y)\,dy,\qquad g(y)=\frac{e^{ay}}{1+e^y}.$$

Since $g(y+2\pi i)=e^{2\pi ia}g(y)$, integrate around the strip between the real axis and the line $2\pi i$ above it. The ends contribute nothing for $0<a<1$, and the enclosed pole at $y=i\pi$ has residue $-e^{i\pi a}$:

$$(1-e^{2\pi ia})I=-2\pi i\,e^{i\pi a}\quad\Rightarrow\quad I=\frac{\pi}{\sin\pi a}.$$

With $X=\pi ckT$ the energy integral is $(1/c^2)\,X/\sin X$. The cold current is multiplied by $X/\sin X$.

Because $c\propto1/F$, $X$ is proportional to $s$ and $dX/ds=FX$. Therefore

$$\frac{d}{ds}\ln\frac{X}{\sin X}=FX\left(\frac1X-\cot X\right)=F(1-X\cot X).$$

This is positive for $0<X<\pi$, so the slope magnitude falls to $B-F(1-X\cot X)$. The current gains more at low field, where the cold current is weaker, and the line becomes less steep.

For $\phi=3.10$ eV at 8 MV/cm, $c=14.62$ eV$^{-1}$. With $kT=0.02585$ eV this gives $ckT=0.378$ and $X=1.19$. The current rises by a factor 1.28, and the slope magnitude falls by 4.2 MV/cm. The numerical Airy current, which keeps the full energy dependence of $D$, gives 1.29 and 4.2 MV/cm.

If 242 MV/cm is the slope at 300 K, the cold value of $B$ is larger by about 4.2 MV/cm. To first order

$$\Delta\phi\approx\frac23\times\frac{4.2}{242}\times3.10\ \text{eV}\approx0.04\ \text{eV}.$$

Solving $K\sqrt{m/m_0}\,\phi^{3/2}-F(1-X\cot X)=242$ MV/cm by root finding, with $X$ depending on $\phi$, gives $\phi=3.14$ eV. This answers part (c).

Two limits bound the use of this correction. For small $X$, $X\cot X\approx1-X^2/3$, and the shift tends to $FX^2/3$, which vanishes as $T^2$. At the other end, $ckT$ reaches 1 at $8\times0.378\approx3.0$ MV/cm for 300 K. There the linearized integral diverges, because the linear exponent makes $D$ grow with $W$ as fast as the Fermi tail falls. The neglected quadratic term in $S$ keeps the current finite, and it must be retained as this limit is approached.

## Comparison

Scaling gave 2.4 eV and the solution gives 3.10 eV. Both contain $\sqrt m\,\phi^{3/2}/F$, so the estimate already has the correct dependence on slope and mass. They differ in the average decay rate. Relative to its value at the interface, this average is

$$\frac1d\int_0^d\sqrt{1-\frac xd}\;dx=\frac23 .$$

Scaling used 1 instead. Its coefficient is too large by $3/2$, and its barrier is too small by the factor $(2/3)^{2/3}=0.76$.

A rectangle of the mean height $\phi/2$ and the same width does better. Its relative decay rate is $1/\sqrt2=0.707$, which is close to $2/3$. The barrier it gives is $3.10\times(0.667/0.707)^{2/3}\approx2.98$ eV, about 4% below the solution. That remaining error is comparable with the correction for a 5% error in slope and larger than the correction for 300 K.

All numerical values are calculated from the stated model.
